Depth of a V-Groove Etched in (100) Silicon, part 2

A groove is etched in a (100) silicon wafer through a rectangular mask opening of width W and length L, with L ≥ W, and its depth is sought. Correctly aligned edges lie along ⟨110⟩. The crystal coordinates x, y and z run along the aligned groove, across it and down, from the centre of the opening; r is a position vector. The {111} walls meet the (100) plane at θ = 54.74°, with sin θ = √(2/3), cos θ = 1/√3 and tan θ = √2. Their unit normals m, pointing into the silicon, are (0, ± sin θ, cos θ) for side walls and (± sin θ, 0, cos θ) for end walls.

Section 1 assumed a sound mask and an etch speed set by orientation alone, zero only for {111}. Its nesting argument: of two fronts obeying the same speed law, one initially inside the other stays inside, so the cavity cannot pass a stationary {111} plane.

For an aligned opening, the floor width b at depth h, the final depth d and the sloping wall length s obey

b = W − 2h/tan θ = W − 2h/√2 = W − √2 h.   (7)

0 = W − √2 d,   so that   d = W/√2 = (W/2) tan θ.   (9)

s = d/sin θ = (W/√2)·√(3/2) = (√3/2) W.   (10)

If the floor etches at R₁₀₀ and the walls at R₁₁₁ along their normals, the undercut u per edge, the depth after the floor has gone, and the time when it vanishes are

u = R₁₁₁t/sin θ = √(3/2) R₁₁₁t.   (15)

d(t) = (W/2) tan θ + R₁₁₁t/cos θ = W/√2 + √3 R₁₁₁t.   (16)

t_s = W/[√2 (R₁₀₀ − √3 R₁₁₁)].   (18)

In the lattice test's bond rule, an atom leaves when at most two of its four bonds remain. Layers are a/4 apart and the lateral unit is √2 a/4, where a is the lattice constant.

**The limit set by a misaligned opening.** The nesting argument of Section 1 did not require the mask edge to lie along a wall. For stationary {111} planes, silicon beyond any {111} plane that has the whole opening on its near side cannot be reached. The tightest such plane touches the outermost point of the opening. For a wall normal m it is

m·r = largest value of m·r₀ among the points r₀ of the opening.   (19)

For a rectangle the largest value occurs at a corner. The four planes (19) enclose a region that the cavity cannot leave. If every orientation other than {111} etches, as assumed in Section 1, the cavity under an untilted wafer surface fills this region in the end. Under a tilted surface, the other four {111} planes, between which a cavity widens with depth, cut off small parts of the region near the surface but leave its deepest point in place. The time needed to reach the limit depends on how fast small steps at the misaligned edges are etched away, which the model does not specify. For an etch of finite duration, the depths derived from equation (19) for a rotated mask and for a tilt along the groove are therefore upper limits, and they are not reached at all if the steps stop moving.

**Mask rotated in the surface.** Let the long side of the opening make a small angle φ with the ⟨110⟩ direction. The unit vectors along its length and width are (cos φ, sin φ, 0) and (−sin φ, cos φ, 0). A corner is reached from the centre by going ±L/2 along the first and ±W/2 along the second. The largest y coordinate belongs to the corner with both signs positive:

y_max = (L/2) sin φ + (W/2) cos φ.   (20)

By symmetry the smallest y is −y_max. The enclosing side walls are those of an aligned opening of width 2y_max, and equation (9) gives the limit

d_φ = (W cos φ + L sin φ)/√2.   (21)

The enclosing rectangle has the other side L cos φ + W sin φ. Its excess over the width is (L − W)(cos φ − sin φ), which is not negative for φ up to 45°, so the side walls do set the depth. For small φ in radians the added depth is about Lφ/√2. It is proportional to the length of the opening, and relative to W/√2 it equals φL/W. A long narrow slit is therefore far more sensitive to rotation than a square.

A lattice etched by the bond rule gives an example of an etch that stops short of the limit (21). An opening of 24 by 80 lateral units was turned by 10°. One lateral unit of width corresponds to one layer of depth, so the limit is 24 cos 10° + 80 sin 10° = 37.5 layers. The etch stopped at 20 layers. The bound was respected, but it was not approached. The reason lies in the rule: step atoms on a {111} wall that keep three bonds never leave, so some orientations other than {111} are at rest, contrary to the assumption under which the limit is reached. The result says nothing about how closely a real bath approaches the limit.

**Wafer tilted along the groove.** A wafer surface may also differ from the true (100) plane by a small angle δ. Suppose first that the surface slopes down relative to the crystal in the direction of positive x. The long side of the opening then has the direction (cos δ, 0, sin δ), the short side remains (0, 1, 0), and the normal pointing into the wafer is

q = (−sin δ, 0, cos δ).   (22)

The lowest corners of the opening, in crystal coordinates, have z = (L/2) sin δ. They determine both side walls, because z enters equation (19) with the positive factor cos θ. The wall at positive y is

y sin θ + z cos θ = (W/2) sin θ + (L/2) sin δ cos θ.   (23)

The walls meet at y = 0. Dividing by cos θ gives a bottom line at the constant crystal height

z_b = W/√2 + (L/2) sin δ.   (24)

The bottom line follows the crystal while the surface slopes, so the depth varies along the groove. The depth of a point on the line, measured perpendicular to the surface, is

q·r = z_b cos δ − x sin δ.   (25)

It is largest at the end with the most negative x. There the line is cut off by the end wall with normal (−sin θ, 0, cos θ). The outermost points of the opening for this wall have x = −(L/2) cos δ and z = −(L/2) sin δ, so the wall is

−x sin θ + z cos θ = (L/2)(cos δ sin θ − sin δ cos θ).   (26)

Setting z = z_b, dividing by sin θ and solving for x gives the end of the bottom line:

x_e = −(L/2) cos δ + [z_b + (L/2) sin δ]/√2.   (27)

The opposite end wall, found in the same way, cuts the line at x = (L/2) cos δ + [(L/2) sin δ − z_b]/√2. The bottom line exists only if this value is not smaller than x_e, which requires L cos δ ≥ √2 z_b = W + (L/√2) sin δ. The opening must therefore be somewhat longer than it is wide, as is assumed from here on. For a square opening the end walls would meet first.

Inserting x_e into equation (25) yields the greatest depth,

d_max = z_b cos δ + (L/2) sin δ cos δ − (sin δ/√2)[z_b + (L/2) sin δ].   (28)

To first order in δ, cos δ is replaced by 1 and products of two factors sin δ are dropped. The first term gives W/√2 + (L/2) sin δ, the second gives (L/2) sin δ, and in the third the bracket reduces to W/√2, which gives −(W/2) sin δ. Their sum is

d_max ≈ W/√2 + (L − W/2) sin δ.   (29)

At the middle of the opening, x = 0, equation (25) gives W/√2 + (L/2) sin δ to the same order. The excess there is roughly half as large as at the deep end when L is much greater than W. Reversing the sign of the tilt exchanges the two ends and leaves the greatest depth unchanged.

**Wafer tilted across the groove.** If the wafer is tilted about the groove axis, the long mask edges remain parallel to ⟨110⟩, while the short ones are inclined to it by δ. Seen from the surface, one wall is steeper, with angle θ + δ, and the other is shallower, with angle θ − δ. A bottom at depth d lies at horizontal distances d cot(θ + δ) and d cot(θ − δ) from the two edges. These add up to W, so that

d_δ = W/[cot(θ + δ) + cot(θ − δ)].   (30)

The sum of the cotangents is sin 2θ/[sin(θ + δ) sin(θ − δ)], and the product in the denominator equals sin²θ − sin²δ. Hence

d_δ = W (sin²θ − sin²δ)/(2 sin θ cos θ) = (W/2) tan θ (1 − sin²δ/sin²θ) = (W/√2)[1 − (3/2) sin²δ].   (31)

The term linear in δ has cancelled because one wall gains in slope what the other loses. The groove becomes slightly shallower, and its bottom is no longer centred under the opening.

**A groove in a standard wafer.** Take an opening with W = 100 µm and L = 1000 µm in a wafer 525 µm thick. For a hot, concentrated KOH bath, rough typical values are R₁₀₀ = 1 µm/min and R₁₀₀/R₁₁₁ = 100, so R₁₁₁ = 0.01 µm/min. The wafer is etched for 90 min.

With stationary walls, equation (9) gives

d = 100 µm/1.4142 = 70.71 µm = 7.071 × 10⁻⁵ m,

well below the wafer thickness. The sloping walls are 0.8660 × 100 µm = 86.60 µm long. If the etch were interrupted after 30 min, the depth would be 30 µm and the flat floor would still be 100 µm − 1.4142 × 30 µm = 57.57 µm wide. The floor would vanish after 70.71 min.

With the walls etching, equation (18) changes this time to

t_s = 70.71 min/(1 − 1.732 × 0.01) = 71.96 min.

The chosen 90 min therefore suffice. By then each wall has receded by 0.01 × 90 µm = 0.90 µm along its normal. The undercut at each mask edge is 0.90 µm/0.8165 = 1.10 µm, and the depth is

d(90 min) = 70.71 µm + 1.732 × 0.90 µm = 72.27 µm,

which is 2.2 % more than W/√2.

The alignment errors are now taken one at a time, with R₁₁₁ = 0. For a mask rotation of 0.2°, W cos φ = 100.00 µm and L sin φ = 3.49 µm. Equation (21) gives the limit 103.49 µm/1.4142 = 73.18 µm, or 3.5 % above the ideal depth. For a wafer tilt of 0.5° along the groove, equation (29) gives

d_max ≈ 70.71 µm + 950 µm × 0.00873 = 79.00 µm.

Finding the deepest point between the four planes numerically, without the expansion in δ, gives 78.94 µm. At its deep end the groove may thus be up to 11.6 % deeper than the ideal one. The same tilt across the groove changes the depth by −0.0081 µm, which is negligible here. The numerical output after this text lists these values.

**Comparison with real etching.** The rates used here are of the usual size for hot KOH, but the ratio R₁₀₀/R₁₁₁ varies widely with the bath and the conditions, roughly from some tens to some hundreds. At fixed R₁₀₀ and fixed time the extra depth in equation (16) is proportional to R₁₁₁, so a ratio three times smaller would triple the 1.56 µm found above. A wafer tilt of half a degree is an ordinary tolerance, and a mask rotation of a few tenths of a degree can arise when the mask is aligned to the wafer flat. Real grooves therefore break two assumptions of the simple law, the stationary walls and the perfect alignment. For the example, the first moves the depth by about 2 %, while the second can move it by up to about 12 % at one end if the tilt lies along the groove and the etch runs to its limit. The two figures belong to different times. To reach the tilt limit, steps must travel about L − W/2 = 950 µm along the walls. With a step speed v between 5 and 1 µm/min, taken only as an illustration, this needs 190 to 950 min, and the term √3 R₁₁₁t has then grown to between 3.3 and 16.5 µm. Within 90 min the tilt would add only about vt sin δ, or 3.9 to 0.8 µm.

These sizes suggest how the law can be used in design. For a short opening, aligned to the crystal and etched somewhat beyond t_s in a bath with a large rate ratio, the choice W = √2 d fixes the depth to within the small corrections (16), (21) and (29). Equation (29) needs L cos δ ≥ W + (L/√2) sin δ; for a square opening tilted along either side, equation (31) applies in its place. For a slit much longer than it is wide, the orientation of the wafer and of the mask must be known before the same accuracy can be claimed, because the added depth in the limits (21) and (29) grows linearly with L. This growth belongs to the limits only. In an etch too short for the steps to travel a distance of the order of L, the added depth is set by the angle and by the distance the steps have covered, and it does not increase further with L.

Computed results

```
CRYSTAL AND LATTICE TEST
Angle (100)-(111): 54.7356 degrees
Wall angle from lattice etch: 54.7356 degrees
Surface bonds on (100), (110), (111): 2, 3, 3
Lattice depth, opening 20 units: 18 layers
Lattice depth, opening 60 units: 58 layers
Sweeps until the 60-unit etch stops: 58
Lattice depth, opening 60 x 24 units: 23 layers
Depth increase / width increase: 0.707107
1/sqrt(2): 0.707107
Turned lattice opening, angle: 10.0 degrees
Turned lattice opening, depth: 20 layers
Turned lattice opening, upper limit: 37.5 layers
WORKED EXAMPLE: INPUTS
Opening width W: 100.0 um
Opening length L: 1000.0 um
Wafer thickness: 525.0 um
Rough (100) etch rate: 1.00 um/min
Rough rate ratio R100/R111: 100
(111) etch rate: 0.010 um/min
Total etch time: 90.0 min
WORKED EXAMPLE: IDEAL GROOVE
Terminated depth: 70.71 um = 7.071e-05 m
Sloping wall length: 86.60 um
Apex angle: 70.53 degrees
Time to termination: 70.71 min
Early stop time: 30.0 min
Depth at early stop: 30.00 um
Flat floor width at early stop: 57.57 um
EFFECT OF FINITE (111) ETCH RATE
Time to termination: 71.96 min
Wall recession along its normal: 0.90 um
Undercut at each mask edge: 1.10 um
Depth after total etch time: 72.27 um
Depth change: 1.56 um (2.20 percent)
ALIGNMENT EFFECTS, EACH ALONE, WITH R111 = 0
Mask rotation: 0.20 degrees
Depth limit with rotation: 73.18 um
Change from rotation: 2.47 um (3.49 percent)
Wafer tilt: 0.50 degrees
Deepest limit, tilt along groove: 78.94 um
First-order formula for this tilt: 79.00 um
Change from tilt along groove: 8.23 um (11.64 percent)
Depth, tilt across groove: 70.703 um
Change from tilt across groove: -0.0081 um
```
